# Crystal-field parameters, ionic moments and anisotropic susceptibility for any J

A crystal-field calculation can diagonalize a Hermitian matrix without complaint and still describe the wrong ion. If the operators multiplying the input parameters are normalized differently from those for which the parameters were determined, the crystal-field splittings are in general wrong. If a cubic field contains both fourth- and sixth-rank terms and the sign of the $q=4$ part is reversed in only one of them, the cubic symmetry is lost. If the susceptibility formula mishandles equal energies, it divides by zero or gives an answer that depends on the arbitrary basis chosen inside a degenerate level.

This guide concerns the setting in which a user supplies Stevens parameters $B_k^q$, a temperature and a magnetic field.

## What the setting assumes

The Hamiltonian acts on the $2J+1$ states of one multiplet:

$$H=\sum_{k,q}B_k^qO_k^q+g\mu_B\,\mathbf B\cdot\mathbf J .$$

The sum runs over even $k$ only: the crystal field is invariant under time reversal, which sends $\mathbf J$ to $-\mathbf J$ and multiplies an operator of rank $k$ by $(-1)^k$. In the algebra $\hbar=1$ and, in atomic units, $\mu_B=1/2$. Numerical energies are in eV, and the field is given as $b=\mu_BB$. I write $X=J(J+1)$ and $\beta=1/k_BT$. The plus sign in the Zeeman term expresses that the electronic moment, $-g\mu_B\mathbf J$, is opposite to $\mathbf J$.

The model leaves out mixing with other multiplets, so the crystal-field, Zeeman and thermal energies must be small compared with the distance to the next $J$. These conditions are necessary but not sufficient for the susceptibility. The moment operator $\mathbf L+2\mathbf S$ also connects $J$ to $J\pm1$ and adds a Van Vleck term that is absent here, and this term matters most when $g$ or $J$ is small. It also leaves out exchange between ions, and $\mathbf B$ is the local field, after any demagnetizing correction.

## Operators with a definite normalization

Let $P_k^{(q)}$ be the $q$-th derivative of the Legendre polynomial $P_k$. On the unit sphere, with $u=\cos\theta=n_z$, define for $q\ge0$

$$f_q=P_k^{(q)}(u)\,(n_x+in_y)^q=P_k^{(q)}(u)\sin^q\theta\,e^{iq\phi}.$$

Write $P_k^{(q)}=c_{kq}p_{kq}$, where $c_{kq}>0$ and $p_{kq}$ has integer coefficients without a common factor. The Stevens operator $O_k^q$ is the quantum counterpart of $p_{kq}\,\mathrm{Re}(n_x+in_y)^q$; $O_k^{-q}$ takes the imaginary part. For example, $P_2=(3u^2-1)/2$ gives $c_{20}=1/2$ and $p_{20}=3u^2-1$.

To build the operators, first lower the classical functions with $L_-=e^{-i\phi}(-\partial_\theta+i\cot\theta\,\partial_\phi)$. The two derivatives give

$$L_-f_q=\sin^{q-1}\theta\,e^{i(q-1)\phi}\left[(1-u^2)P_k^{(q+1)}-2quP_k^{(q)}\right].$$

Differentiating Legendre's equation $(1-u^2)P_k''-2uP_k'+k(k+1)P_k=0$ a further $q-1$ times shows that the bracket equals $-[k(k+1)-q(q-1)]P_k^{(q-1)}$. Since $k(k+1)-q(q-1)=(k+q)(k-q+1)$,

$$L_-f_q=-(k+q)(k-q+1)f_{q-1}.$$

For operators, rotations act through commutators, so the same relation is imposed with $L_-$ replaced by $[J_-,\cdot\,]$:

$$A_k=(2k-1)!!\,J_+^k,\qquad A_{q-1}=\frac{[A_q,J_-]}{(k+q)(k-q+1)} .$$

The starting factor is $P_k^{(k)}=(2k-1)!!$. Then, for $q\ge0$ in the first formula and $q>0$ in the second,

$$O_k^q=\frac{A_q+A_q^\dagger}{2c_{kq}},\qquad O_k^{-q}=\frac{A_q-A_q^\dagger}{2i\,c_{kq}} .$$

For $k=2$, using $[J_+,J_-]=2J_z$,

$$A_2=3J_+^2,\qquad A_1=\tfrac34[J_+^2,J_-]=\tfrac32(J_+J_z+J_zJ_+).$$

The next commutator, with $[J_z,J_-]=-J_-$, gives

$$A_0=\tfrac16[A_1,J_-]=\tfrac14\left(4J_z^2-J_+J_--J_-J_+\right)=\tfrac12(3J_z^2-X),$$

because $J_+J_-+J_-J_+=2(X-J_z^2)$. Division by $c_{20}=1/2$ gives $O_2^0=3J_z^2-X$.

**Why the scale is right for every J.** Let $|\mathbf n\rangle$ be the state with maximal spin projection along $\mathbf n$. Rotating an operator rotates the argument of its expectation value $\langle\mathbf n|A|\mathbf n\rangle$. To first order in the angle this says that $\langle\mathbf n|[J_-,A]|\mathbf n\rangle=L_-\langle\mathbf n|A|\mathbf n\rangle$. It is therefore enough to find the factor for $q=k$.

The state $|\mathbf n\rangle$ is a product of $2J$ parallel spins $1/2$, with $J_+=\sum_is_{i+}$. Since $s_{i+}^2=0$, the power $J_+^k$ contains only products on $k$ different spins. There are $2J(2J-1)\cdots(2J-k+1)$ ordered choices, each contributing $[(n_x+in_y)/2]^k$. Hence

$$\langle\mathbf n|A_q|\mathbf n\rangle=N_kf_q,\qquad N_k=\prod_{i=0}^{k-1}\left(J-\tfrac i2\right).$$

If $k>2J$, then $J_+^k=0$ and all operators of that rank vanish; a parameter $B_6^q$ has no effect for $J=5/2$. The numerical check tests these expectation values for every component of ranks 2, 4 and 6 at three values of $J$.

This result also provides a check of an unfamiliar convention. At $m=J$ the diagonal element of $O_k^0$ must be $N_kp_{k0}(1)$. For $k=4$, $p_{40}=35u^4-30u^2+3$, so $p_{40}(1)=8$. For $J=4$ the element is $8\times4\times3.5\times3\times2.5=840$. If a program instead uses $\lambda O_k^q$, its parameter must be $B_k^q/\lambda$, since the product is what enters $H$.

## Cubic fields and the x, W parameters

Take $z$ along a fourfold axis and $x$ along another cube edge. The fourfold rotation and the reflection $y\to-y$ leave only $q=0$ and $q=4$ for $k=4$ and $6$. An invariant does exist: the sum of $p_{k0}$ taken about the three cube axes has the value $8+3+3=14$ at the pole for $k=4$, and $16-5-5=6$ for $k=6$. Since only $q=0$ contributes at the pole, its $q=0$ part is nonzero.

The relative coefficient $a_k$ follows from equal values along $z$ and $x$. With $p_{44}=1$, $p_{60}=231u^6-315u^4+105u^2-5$ and $p_{64}=11u^2-1$,

$$8=3+a_4\Rightarrow a_4=5,\qquad16=-5-a_6\Rightarrow a_6=-21 .$$

The cubic Hamiltonian in Lea-Leask-Wolf form is therefore

$$H_c=W\left[x\frac{O_4^0+5O_4^4}{F_4}+(1-|x|)\frac{O_6^0-21O_6^4}{F_6}\right],\qquad-1\le x\le1 .$$

Here $F_4$ and $F_6$ are defined as the greatest common divisors of the diagonal elements of $O_4^0$ and $O_6^0$. For $J=4$ they are 60 and 1260. The original Lea-Leask-Wolf tables use other factors for some $J$; for $J=8$ the definition above gives $F_4=420$, whereas $60$ is customary. With a table using other factors, keep $Wx/F_4$ and $W(1-|x|)/F_6$ fixed; both $x$ and $W$ then change.

To convert ordinary parameters when $F_6\neq0$, use $Wx=F_4B_4^0$ and $W(1-|x|)=F_6B_6^0$. Thus $|W|=|F_4B_4^0|+|F_6B_6^0|$, the sign of $W$ is that of $B_6^0$, and $x=F_4B_4^0/W$. If $B_6^0=0$, then $|x|=1$ and $(x,W)$ is equivalent to $(-x,-W)$.

Axes matter as much as normalization. Turning the $x$ and $y$ axes by $45^\circ$ about $z$ multiplies $\mathrm{Re}(n_x+in_y)^4$ by $-1$, so the coefficients become $-5$ and $+21$. Both must change together. The program tests that reversing either sign in unrotated axes breaks the threefold symmetry about $[111]$.

### The J = 4 diagram from diagonal elements

The rotation characters $\sin(9\theta/2)/\sin(\theta/2)$ are 9, 0, 1 and 1 for angles $0$, $120^\circ$, $180^\circ$ and $90^\circ$. For the five classes of cubic rotations (identity, threefold, half-turn about a cube edge, quarter-turn, half-turn about a face diagonal) the $J=4$ characters are thus $(9,0,1,1,1)$. The cubic representations have characters $\Gamma_1=(1,1,1,1,1)$, $\Gamma_3=(2,-1,2,0,0)$, $\Gamma_4=(3,0,-1,1,-1)$ and $\Gamma_5=(3,0,-1,-1,1)$, and these add up to $(9,0,1,1,1)$. Hence $J=4$ contains a singlet $\Gamma_1$, a doublet $\Gamma_3$ and two triplets $\Gamma_4$ and $\Gamma_5$, each once.

A cubic field couples $m$ values differing by multiples of 4. The representations divide among the resulting blocks as follows:

- $\{4,0,-4\}$ contains $\Gamma_1,\Gamma_3,\Gamma_4$.
- $\{2,-2\}$ contains $\Gamma_3,\Gamma_5$.
- $\{3,-1\}$ contains $\Gamma_4,\Gamma_5$, as does its partner $\{-3,1\}$.

For $m=4,3,2,1,0$ the diagonals are

$$O_4^0/F_4:\ 14,-21,-11,9,18,\qquad O_6^0/F_6:\ 4,-17,22,1,-20 .$$

In the first block, $(|4\rangle-|-4\rangle)/\sqrt2$ is odd under a half-turn about $x$, as is the $z$-like member of $\Gamma_4$. It does not couple to the even states, so its energy is the diagonal element at $m=4$. The other energies follow because the trace of a block is the sum of its eigenvalues. For the fourth-rank part, in units of $W$,

$$\begin{aligned}
E_4&=14,\\
E_5&=(-21+9)-14=-26,\\
E_3&=2(-11)+26=4,\\
E_1&=(14+18+14)-4-14=28 .
\end{aligned}$$

For the sixth-rank part the same steps give $E_4=4$, $E_5=(-17+1)-4=-20$, $E_3=44+20=64$ and $E_1=(4-20+4)-64-4=-80$. With $y=1-|x|$,

$$\begin{aligned}
E(\Gamma_1)/W&=28x-80y,&E(\Gamma_3)/W&=4x+64y,\\
E(\Gamma_4)/W&=14x+4y,&E(\Gamma_5)/W&=-26x-20y .
\end{aligned}$$

For $W>0$ and $x>0$, $\Gamma_1$ and $\Gamma_5$ cross when $54x=60(1-x)$, that is, at $x=10/19\approx0.526$. The other two energies are positive there, while these two are negative, so this is a change of ground state. Near it, a small change in $x$ turns a nonmagnetic singlet into a magnetic triplet. Parameters fitted near such a crossing need a correspondingly careful uncertainty estimate.

Straight lines, on each side of $x=0$, result when a representation occurs once. If it occurs several times, a matrix must be diagonalized and the levels can curve. For $J=15/2$ the program finds two doublets and three quartets at $x=0.5$. It tests that the doublets follow straight lines while the quartets do not. A diagram for that $J$ should not be interpolated linearly from its end points.

## Moment and susceptibility

With $Z=\mathrm{Tr}\,e^{-\beta H}$ and $F=-\beta^{-1}\ln Z$, cyclicity of the trace gives $\partial Z/\partial b_a=-\beta\,\mathrm{Tr}(e^{-\beta H}gJ_a)$. The moment in units of $\mu_B$ is therefore

$$m_a=-\frac{\partial F}{\partial b_a}=-g\langle J_a\rangle .$$

A second derivative needs care because $H$ and $J_a$ need not commute:

$$\frac{\partial e^{-\beta H}}{\partial b_c}=-g\int_0^\beta d\tau\,e^{-(\beta-\tau)H}J_ce^{-\tau H}.$$

In the eigenbasis, with $p_n=e^{-\beta E_n}/Z$, the integral between levels $n$ and $m$ is

$$K_{nm}=\frac1Z\int_0^\beta d\tau\,e^{-(\beta-\tau)E_n-\tau E_m}=\frac{p_n-p_m}{E_m-E_n}.$$

Its limit for equal energies is $\beta p_n$. Differentiating $1/Z$ supplies the product of averages. The two minus signs, from the moment and from the exponential, cancel:

$$\frac{\partial m_a}{\partial b_c}=g^2\left[\sum_{nm}K_{nm}(J_a)_{nm}(J_c)_{mn}-\beta\langle J_a\rangle\langle J_c\rangle\right].$$

The sum is real because $K_{nm}$ is symmetric and exchanging $n$ and $m$ conjugates the matrix elements.

Equal energies give the Curie part, unequal energies the Van Vleck part. All matrix elements within a degenerate level must be retained. Keeping just $n=m$ gives a sum of squared diagonal elements, which changes when the degenerate states are recombined.

For a small gap $\Delta=|E_n-E_m|$, subtracting nearly equal populations loses digits. The equivalent form $K_{nm}=p_<(1-e^{-\beta\Delta})/\Delta$, where $p_<$ is the population of the lower level, avoids this if $1-e^{-\beta\Delta}$ is evaluated by a dedicated routine.

The susceptibility per ion is

$$\chi_{ac}=\mu_0\mu_B^2\,\partial m_a/\partial b_c .$$

In atomic units $\mu_0=4\pi\alpha^2$, with $\alpha$ the fine-structure constant, so the prefactor is $\pi\alpha^2$. Numerically it is $6.746\times10^{-4}$ Å$^3$ for a derivative of one per eV. Multiplication by the ion density gives the dimensionless SI susceptibility of independent ions.

### What symmetry and high temperature imply

Time reversal changes $\mathbf J$ to $-\mathbf J$ and leaves the crystal field unchanged, so $F(\mathbf b)=F(-\mathbf b)$. In a cubic field the quadratic term can depend only on $b^2$, making the zero-field susceptibility isotropic. At fourth order $b_x^4+b_y^4+b_z^4$ is also allowed. Directional differences in the moment therefore generally start at order $b^3$. An isotropic susceptibility does not imply an isotropic magnetization at finite field.

For temperatures well above the crystal-field splitting, expand both exponentials in the integral to first order. Since $\mathrm{Tr}\,H=0$,

$$\frac1{g^2}\frac{\partial m_a}{\partial b_a}=\frac{\beta X}{3}-\beta^2\frac{\mathrm{Tr}(HJ_a^2)}{2J+1}+O(\beta^3).$$

The operator $J_a^2$ contains ranks 0 and 2. Traces of products of different ranks vanish, so fourth- and sixth-rank parameters do not enter at this order. For an axial term $B_2^0O_2^0$, the averages over $m$ are $\overline{m^2}=X/3$ and $\overline{m^4}=X(3X-1)/15$, hence

$$\frac{\mathrm{Tr}(O_2^0J_z^2)}{2J+1}=3\overline{m^4}-X\overline{m^2}=\frac{X(4X-3)}{15}.$$

Because $J_x^2+J_y^2=X-J_z^2$, the corresponding value for $J_x^2$ is $-1/2$ as large. With $\chi_C=\mu_0\mu_B^2g^2\beta X/3$,

$$\frac{\chi_{zz}}{\chi_C}\simeq1-\frac{\beta B_2^0(4X-3)}5,\qquad
\frac{\chi_{xx}}{\chi_C}\simeq1+\frac{\beta B_2^0(4X-3)}{10}.$$

Negative $B_2^0$ thus favours $z$ at high temperature. This sign alone does not determine the easy direction at low temperature, where the other parameters also matter.

## A worked J = 4 ion

Consider a model ion with $L=5$, $S=1$ and $J=4$. The Landé formula gives

$$g=\frac32+\frac{S(S+1)-L(L+1)}{2X}=\frac32+\frac{2-30}{40}=0.8 .$$

Choose $W=0.0002$ eV and $x=0.8$, so $y=0.2$. The ground triplet has energy $(-20.8-4)W=-0.00496$ eV. The levels $\Gamma_1$, $\Gamma_4$ and $\Gamma_3$ lie at $6.4W$, $12W$ and $16W$, or 0.00128, 0.00240 and 0.00320 eV.

Now add a tetragonal term with $B_2^0=-0.0001$ eV. The $\Gamma_5$ state built from $m=\pm2$ has $O_2^0=3(4)-20=-8$ and moves up by 0.0008 eV, to $-0.00416$ eV. The trace of $O_2^0$ over a cubic triplet vanishes, so the other two states move down by 0.0004 eV each to first order. Their computed energy is $-0.005428$ eV, slightly below the first-order value of $-0.00536$ eV because they mix with the $\Gamma_4$ states in the same $m$ blocks.

The ground doublet has one state in the block $\{3,-1\}$ and the other in $\{-3,1\}$. Neither $J_x$ nor $J_y$, which change $m$ by one, has a matrix element within or between these blocks. The doublet therefore has a moment along $z$, computed as $2.163\,\mu_B$, and no first-order moment across it.

This explains the low-temperature susceptibilities:

| $k_BT$ (eV) | $\chi_{zz}$ (Å$^3$) | $\chi_{xx}$ (Å$^3$) |
|---:|---:|---:|
| 0.00002 | 157.9 | 2.328 |
| 0.0005 | 6.187 | 2.102 |
| 0.002 | 1.518 | 1.013 |
| 0.05 | 0.0593 | 0.0567 |

At the lowest temperature the Curie estimate is $6.746\times10^{-4}\times2.163^2/0.00002\approx157.8$ Å$^3$. The transverse response has saturated because it comes from virtual transitions to higher levels.

At $k_BT=0.05$ eV, $\beta B_2^0(4X-3)=-0.002\times77=-0.154$. The first-order ratio is $(1+0.0308)/(1-0.0154)=1.047$; the full single-multiplet calculation gives 1.046. This temperature serves to test the expansion, not to describe a real ion. If the $J=5$ multiplet is included 0.26 eV higher, roughly as in Pr$^{3+}$, the two susceptibilities rise by about 4% and the ratio falls to 1.040.

At $k_BT=0.0005$ eV (5.80 K), the moments along the field are:

| $b$ (eV) | $[001]$ ($\mu_B$) | $[100]$ ($\mu_B$) |
|---:|---:|---:|
| 0.00025 | 1.713 | 0.749 |
| 0.0005 | 2.149 | 1.342 |
| 0.001 | 2.262 | 1.950 |

The first field already shows why a measured or calculated $m/b$ is not automatically a susceptibility. Along $[001]$, the linear prediction is $(6.187/6.746\times10^{-4})\times0.00025=2.29\,\mu_B$, compared with the actual $1.71\,\mu_B$. At the largest field the moment exceeds the isolated doublet's $2.163\,\mu_B$, so other levels contribute.

For $b=0.0005$ eV (8.64 T) along $[101]$, the components are $m_x=0.846\,\mu_B$ and $m_z=1.877\,\mu_B$. The moment lies $24.3^\circ$ from $z$, while the field lies at $45^\circ$. Reporting just the component along the field would hide the resulting torque.

Without the tetragonal term, $\chi$ at the same temperature is isotropic, 3.876 Å$^3$. Yet at $b=0.001$ eV the moments along $[001]$, $[110]$ and $[111]$ are 2.154, 2.300 and $2.340\,\mu_B$. In a separate small-field test at $k_BT=0.001$ eV, doubling the field multiplies the difference between $[111]$ and $[001]$ by 7.996, close to the cubic-law value of 8.

## Choosing the settings

- **Parameters:** establish the operator normalization before entering a number. Compare one diagonal element with $N_kp_{k0}(1)$, which tests the $q=0$ operators. The degeneracies of a cubic case containing both ranks then give a necessary check on the size and the relative signs of the $q=4$ terms. At one $x$ and small $J$ the check is not sufficient: for $J=7/2$ and $x=0.5$, the wrong coefficients $4$ and $-13.57$ also give two doublets and a quartet. Check several values of $x$, or test invariance under the threefold rotation about $[111]$ directly. They cannot fix the orientation of the axes, since turned axes give the same levels; that must come from the definition of the parameters.
- **Susceptibility:** use the zero-field formula with all degenerate matrix elements. If finite differences are used instead, reduce the field until $m/b$ is stable. It is sufficient that Zeeman energies be small compared with $k_BT$ and with the gaps that control the response. This is not always necessary: an isolated singlet ground level at low temperature responds linearly as long as the Zeeman energy is small compared with the gap to the excited levels, even if it exceeds $k_BT$.
- **Magnetization:** diagonalize again at every field strength and direction, and retain all three components of the moment. A susceptibility tensor cannot supply the cubic anisotropy found above.
- **Fitting:** high-temperature anisotropy mainly constrains the second-rank parameters. Fourth- and sixth-rank parameters need information from level energies, lower temperatures or stronger fields.
- **Range of the model:** if a splitting or $k_BT$ approaches the distance to another multiplet, or if the Van Vleck term from that multiplet is comparable with the Curie term, enlarge the state space. The last case arises even without a crystal field. For $L=5$, $S=J=5/2$ and a gap of 0.124 eV, roughly Sm$^{3+}$, the single-multiplet susceptibility at $k_BT=0.026$ eV is less than a third of the all-multiplet value, and for a $J=0$ ground level such as that of Eu$^{3+}$ the single-multiplet model gives zero. If neighbouring ions produce an appreciable exchange field, include it; changing $B_k^q$ to imitate it would break time-reversal symmetry in neither the operators nor the zero-field levels, whereas an ordered exchange field does break it.

## Calculated quantities

```
largest scaled coherent-state error: 1.4e-14
largest error of cubic lines (units of W): 2.8e-14
J=2.5: F4=60, F6=0
J=3.5: F4=60, F6=1260
J=4.0: F4=60, F6=1260
J=7.5: F4=60, F6=13860
J=4 diagonal O_4^0/F4, m=4..0: [14, -21, -11, 9, 18]
J=4 diagonal O_6^0/F6, m=4..0: [4, -17, 22, 1, -20]
J=4 crossing x = 0.52632; ground degeneracy around it: [1, 4, 3]
J=15/2, x=0.5 levels (units of W), degeneracy:
  -169.000 (2), -130.352 (4), -62.811 (4), 127.000 (2), 214.164 (4)
g = 0.800, W = 0.0002 eV, x = 0.8, B20 = -0.0001 eV
cubic levels (eV), degeneracy:
  -0.004960 (3)
  0.001280 (1)
  0.002400 (3)
  0.003200 (2)
tetragonal levels (eV), degeneracy:
  -0.005428 (2)
  -0.004160 (1)
  -0.000592 (1)
  -0.000400 (1)
  0.003868 (2)
  0.004000 (1)
  0.004272 (1)
cubic ground triplet, largest J_z: 2.5000
tetragonal first gap: 0.001268 eV
ground-doublet moment along z: 2.1631 mu_B
mu0 mu_B^2 per eV = 6.74582e-04 A^3
tetragonal: kT (eV), chi_zz, chi_xx (A^3), ratio:
  0.00002  157.9186  2.3275  67.8494
  0.00010  31.6652  2.3275  13.6049
  0.00050  6.1869  2.1019  2.9434
  0.00200  1.5177  1.0126  1.4989
  0.01000  0.3209  0.2653  1.2096
  0.05000  0.0593  0.0567  1.0457
first-order ratio at kT=0.05 eV: 1.0469
cubic chi at kT=0.0005 eV: 3.8757 A^3
kT = 0.0005 eV is 5.802 K
b = 0.0005 eV is 8.638 T
tetragonal moment at kT=0.0005 eV: b (eV), [001], [100] (mu_B):
  0.00025  1.7127  0.7486
  0.00050  2.1494  1.3415
  0.00100  2.2623  1.9497
field b=0.0005 eV along [101]: m_x=0.8463, m_z=1.8767 mu_B
angle of that moment from z: 24.27 deg
cubic moment, b=0.001 eV, same kT, [001], [110], [111] (mu_B):
  2.15358  2.30049  2.34015
cubic anisotropy ratio on doubling b: 7.9963
high-T anisotropy, computed/law at kT=10 eV: 0.99987
```
